A, B and C Terms of Magnetic Circular Dichroism, Derived Twice, part 1

(Sections cited here and not found follow in the second part.)

## I. A simple case, and the derivation from shifted states

### An atom without spin

Take an atom with one active electron and ignore its spin. The ground state is an s orbital, the excited level consists of three p orbitals, and the transition energy is E₀. A static magnetic field B points along z, and light travels in the same direction.

The magnetic moment of an electron is opposite to its angular momentum. A state with L_z = M is therefore raised by bM, where b = μ_B B and μ_B is the Bohr magneton. The s orbital does not move. The p orbitals with M = +1 and M = −1 move to E₀ + b and E₀ − b.

Left circular light takes the electron from s to M = +1, and right circular light takes it to M = −1. The two transitions have the same strength ρ², where ρ is the dipole integral between s and p. Let f be the line profile, normalized to unit area. Apart from a common factor, the left absorption minus the right absorption is

Δs(E) = ρ² [f(E − E₀ − b) − f(E − E₀ + b)].

If b is much smaller than the linewidth, each profile may be expanded to first order. With f and f′ taken at E − E₀,

Δs = ρ² [(f − b f′) − (f + b f′)] = −2bρ² f′.

The signal has the shape of the derivative of the absorption line. It is positive on the high-energy side, because the line seen by left circular light has moved up. Its area is zero, because neither line has gained or lost strength. This is an A term.

The example lacks two things that a general molecule may have. Its ground state is not magnetic, so the field cannot change any populations. The model also has no other level with which the field could mix the states. These two effects give the C and B terms.

### The light, the field and the cross section

Hartree atomic units are used in the derivations. Let the electric field of the light at the molecule be

𝓔(t) = (𝓔₀/√2)(x cos ωt + y sin ωt),

where x and y are unit vectors. For an observer whom the light approaches, this vector turns counterclockwise. That is left circular polarization, LCP, in the optical convention. The field can also be written as the real part of 𝓔₀ (x + iy) e^(−iωt)/√2.

With the electric dipole operator μ, define

μ₊ = (μ_x + iμ_y)/√2,  μ₋ = (μ_x − iμ_y)/√2.

The components of μ are Hermitian, so μ₋ is the adjoint of μ₊. The electric dipole interaction is

−μ·𝓔(t) = −(𝓔₀/2)[μ₊ e^(−iωt) + μ₋ e^(iωt)].

The part with e^(−iωt) causes absorption. LCP is therefore absorbed through μ₊. Reversing the rotation shows that right circular light, RCP, is absorbed through μ₋.

For a transition from state a to state j, with energy difference E_ja, the golden rule gives the LCP rate

rate = 2π (𝓔₀/2)² |⟨j|μ₊|a⟩|² δ(E_ja − E)
= (π/2) 𝓔₀² |⟨j|μ₊|a⟩|² δ(E_ja − E).

Here E = ω is the photon energy. The squared field of the circular wave is 𝓔₀²/2 at all times. In atomic units the electric and magnetic energy densities add up to 𝓔₀²/(8π), so the intensity is I = c𝓔₀²/(8π). The cross section is the absorbed energy per time divided by I:

E · (π/2)𝓔₀² · 8π/(c𝓔₀²) = 4π²αE,  with α = 1/c.

This factor multiplies the squared matrix element and the delta function. Real lines have a width. Replace the delta function by a normalized profile f, centred on zero and the same for all Zeeman components of the band. With p_a the population of state a, the cross sections are

σ±(E) = 4π²αE s±(E),
s±(E) = Σ_ja p_a |⟨j|μ±|a⟩|² f(E − E_ja).

The upper sign belongs to LCP. The difference is Δs = s₊ − s₋. Four physical assumptions have entered: the light acts through the electric dipole alone, the light is weak, the upper level is empty, and the sample is dilute enough that each molecule feels the field of the incident wave.

A direct time propagation of an s, p_x, p_y system in the rotating field checks both the handedness and the factor 4π²α. It gives 0.9936 of the predicted frequency-integrated value. The deficit is what the finite frequency window predicts. A drive of duration T gives the normalized line (2/(πT)) sin²(xT/2)/x² in the detuning x. With sin² averaged to 1/2, the two tails beyond ±W hold 2/(πTW), which is about 0.6 per cent for T = 200 and W = 0.5.

The static field adds

bZ = μ_B B (L_z + gS_z)

to the zero-field Hamiltonian H₀, where L_z and S_z are sums over the electrons. The sign is positive because the magnetic moment of the electrons is −μ_B(L + gS). There is also a diamagnetic energy proportional to B². It is left out because only terms linear in B are sought.

### What time reversal forbids

Let A be the ground level, with degeneracy d, and J an excited level. Either may be degenerate. Their zero-field energies are E_A and E_J, and E₀ = E_J − E_A. States a belong to A, and states j to J.

The time-reversal operator Θ is antiunitary: it turns i into −i, and ⟨Θu|Θv⟩ = ⟨u|v⟩*. Without a magnetic field it commutes with H₀. It leaves μ_x and μ_y unchanged and reverses L and S. Hence

Θμ₊Θ⁻¹ = μ₋,  ΘZΘ⁻¹ = −Z.

The first relation gives

⟨Θj|μ₋|Θa⟩ = ⟨Θj|Θμ₊a⟩ = ⟨j|μ₊|a⟩*.

Since Θ commutes with H₀, it maps each complete level onto itself and turns one orthonormal basis of the level into another. The sum of squared matrix elements between two complete levels does not depend on the bases. Therefore

N₊ = N₋,  where N± = Σ_ja |⟨j|μ±|a⟩|².

Within the electric dipole approximation there is no circular difference at zero field. (The natural circular dichroism of chiral molecules comes from interference with magnetic dipole and electric quadrupole amplitudes, which are not included here.) Individual transitions may prefer one polarization, but the complete sum does not.

The second relation gives ⟨Θa|Z|Θa⟩ = −⟨a|Z|a⟩*. The diagonal elements of Z are real, so summation over the level yields

Σ_a Z_aa = −Σ_a Z_aa = 0.

The same holds for J. A nondegenerate level thus has no first-order Zeeman shift.

Finally, Θ turns H₀ + bZ into H₀ − bZ and exchanges μ₊ with μ₋. Hence s₊ at field B equals s₋ at field −B, and Δs is odd in B. After the linear term, the next power in its expansion is the third.

### Three ways in which the field acts

Inside each degenerate level, choose the basis in which Z is diagonal. This is required by degenerate perturbation theory. The field then changes the energies, the populations and the matrix elements. Each change can be taken to first order with the other quantities at their zero-field values, because a product of two changes is of order B².

**Energies.** The transition energy becomes

E_ja = E₀ + b(Z_jj − Z_aa).

Expansion of the profile gives

f(E − E_ja) = f(E − E₀) − b(Z_jj − Z_aa) f′(E − E₀).

Multiply by the zero-field population 1/d and by the squared matrix element, and sum. With

X± = Σ_ja Z_jj |⟨j|μ±|a⟩|²,
Y± = Σ_ja Z_aa |⟨j|μ±|a⟩|²,

the change of s± due to the energies is

−(b/d)(X± − Y±) f′.

A shift of the upper state moves a line up, and a shift of the lower state moves it down. That is the origin of the relative minus sign. The expansion requires the Zeeman shifts to be small compared with the width of f.

**Populations.** Let only the ground level be populated. In equilibrium at temperature T,

p_a = e^(−bZ_aa/kT) / Σ_a′ e^(−bZ_a′a′/kT).

If b ≪ kT, the numerator is 1 − bZ_aa/kT. The denominator is d − (b/kT)ΣZ_a′a′, which equals d because the trace vanishes. Thus

p_a = (1/d)(1 − bZ_aa/kT),

and the resulting change of s± is

−(b/(d kT)) Y± f.

States lowered by the field gain population. If they favour one circular polarization, that polarization is absorbed more. The line keeps its shape, and only its height changes. The factor 1/kT is the linear part of a Boltzmann ratio, so it fails once b is comparable with kT.

**States.** The first-order admixture of a state k outside A to a state a is

⟨k|bZ|a⟩/(E_A − E_k) = −bZ_ka/(E_k − E_A).

For a state j, E_A is replaced by E_J and the sum runs over states outside J. In the bra ⟨j| the coefficient is complex conjugated, and Z_kj* = Z_jk. The matrix element ⟨j|μ±|a⟩ therefore changes by b t±(j,a), where

t±(j,a) = −Σ_{k∉A} ⟨j|μ±|k⟩ Z_ka/(E_k − E_A)
 − Σ_{k∉J} Z_jk ⟨k|μ±|a⟩/(E_k − E_J).

The first sum includes states k in J, and the second includes states k in A. These terms contain dipole matrix elements within a level and must be kept.

The squared modulus changes by 2b Re[⟨j|μ±|a⟩* t±(j,a)]. With

T± = 2 Re Σ_ja ⟨j|μ±|a⟩* t±(j,a),

the change of s± is (b/d) T± f. This mechanism transfers transition strength between levels. It needs no magnetic ground state and no degeneracy, and at low temperature it does not depend on T. It requires b times the coupling element of Z to be small compared with the energy gap.

### Mixing inside a degenerate level

One point is still open. States within A can also mix with each other to first order in b. An indirect coupling through other levels is of order b². Divided by a Zeeman splitting of order b, it gives a mixing coefficient of order b.

Let this part of the change be |a⟩ → |a⟩ + bΣ_a′ |a′⟩u_a′a. The perturbed states stay orthonormal, so to first order u_a′a + u_aa′* = 0. In matrix form, u† = −u. Define the Hermitian matrix

G_aa′ = Σ_j ⟨j|μ±|a⟩* ⟨j|μ±|a′⟩.

The change of N± caused by this mixing is

b[Tr(Gu) + Tr(Gu)*] = b[Tr(Gu) + Tr(u†G)] = b[Tr(Gu) − Tr(uG)] = 0.

The last step uses the cyclic property of the trace. The effect vanishes because strength is only passed around inside a level whose members have, at this order, equal weights and the same line position. The argument for J is the same.

### The result

Adding the zero-field term and the three changes gives

s± = (1/d){N± f − b(X± − Y±)f′ − (b/kT)Y± f + bT± f}.

Subtract the RCP expression from the LCP expression. The terms N₊ and N₋ cancel, and

Δσ = 4π²αE b [A₁(−f′(E − E₀)) + (B₀ + C₀/kT) f(E − E₀)],

A₁ = [(X₊ − X₋) − (Y₊ − Y₋)]/d,
B₀ = (T₊ − T₋)/d,
C₀ = −(Y₊ − Y₋)/d.

For several excited levels, the contributions are added.

The symmetry results show when each term can occur. If neither A nor J is degenerate, all Z_aa and Z_jj vanish, so A₁ = C₀ = 0 and only B₀ can remain. A C term needs a degenerate ground level. An A term needs degeneracy in the ground or the excited level. These are necessary conditions; the dipole matrix elements may still make a permitted term zero.

In the spinless atom, d = 1 and Z_aa = 0. The excited states contribute X₊ = ρ² and X₋ = −ρ². Hence A₁ = 2ρ² and C₀ = 0, in agreement with the opening calculation.

## II. The derivation in time, the comparison and an example

### Symbols carried over

The Hamiltonian is H = H₀ + bZ, with b = μ_B B and Z = L_z + gS_z. The ground level A has degeneracy d, and E₀ = E_J − E_A. LCP and RCP are absorbed through μ₊ and μ₋. The cross section is 4π²αE s±, and f is the normalized profile. The first derivation gave

Δs = b[A₁(−f′) + (B₀ + C₀/kT)f].

It used four sums over the states of A and J: N± for the squared matrix elements, X± and Y± for the same elements weighted with Z_jj and Z_aa, and T± for the change by mixing with other levels. Time reversal gives N₊ = N₋ and a vanishing trace of Z in each level.

### The spectrum as a correlation function

The second derivation never asks for the eigenstates in the field. Let β = 1/kT and Q = Tr e^(−βH), and define

F±(t) = (1/Q) Tr[e^(−βH) e^(iHt) μ∓ e^(−iHt) μ±].

If the trace is evaluated in eigenstates of H, it becomes a sum of p_n |⟨m|μ±|n⟩|² e^(−i(E_m − E_n)t). Each transition is an oscillation at its own frequency.

Let a function g(t), with g(0) = 1, describe the decay of these oscillations. The profile is its Fourier transform,

f(E) = (1/2π) ∫ e^(iEt) g(t) dt.

Then s±(E) is the same transform of g(t)F±(t). Two correspondences are needed:

e^(−iE₀t) → f(E − E₀),
−it e^(−iE₀t) → −f′(E − E₀).

The second follows because differentiating f with respect to E brings down a factor it. An oscillation whose amplitude grows in proportion to t thus appears in the spectrum as a derivative line.

### One expansion, used twice

The two exponentials on the left of the trace commute and combine to e^(−τH) with τ = β − it. The third exponential has the same form with τ = it. One expansion serves for both.

Define K(τ) = e^(τH₀) e^(−τH). Its derivative is

dK/dτ = e^(τH₀)(H₀ − H)e^(−τH) = −b e^(τH₀) Z e^(−τH).

Integrate from 0 to τ, use K(0) = 1, and replace H by H₀ under the integral, which is correct to first order. Multiplication from the left by e^(−τH₀) gives

e^(−τH) = e^(−τH₀) − b ∫₀^τ du e^(−(τ−u)H₀) Z e^(−uH₀).

Take matrix elements between zero-field states m and n. The first-order part is

−bZ_mn e^(−τE_m) ∫₀^τ e^(u(E_m − E_n)) du.

For equal energies the integral is τ, and the result is

−bτZ_mn e^(−τE_n).

For different energies it is

−bZ_mn [e^(−τE_n) − e^(−τE_m)]/(E_m − E_n).

Equal energies give a factor τ, and different energies give an energy denominator. The first kind will produce the A and C terms, and the second the B term.

The A, B and C terms have been derived from the shifted states, and the correlation function and first-order expansion needed for a second derivation are in place. It remains to carry that derivation through, compare the two, and apply the result to randomly oriented molecules and to an s → p transition with spin.
